\section*{How many Krylov steps does a resolvent inside a band need?}

\section*{The question}

A Hermitian Hamiltonian $H$ has densely spaced levels that fill a band of width $B$. We want the response at an energy $E$ inside the band,
\begin{equation}
(z-H)x=b,\qquad z=E+i\eta,\quad \eta>0,
\end{equation}
and solve for $x$ with products of $H$ and vectors only. How many steps does this take, and how does the number change with $\eta$, with $B$ and with the accuracy demanded?

Put the zero of energy at the band centre, so that the levels lie in $[-h,h]$ with $h=B/2$. Start from $x_0=0$. After $n$ steps the iterate $x_n$ lies in the Krylov space spanned by $b,Hb,\dots,H^{n-1}b$. Accuracy means the relative error of the solution, $\|x-x_n\|/\|x\|\le\varepsilon$. The residual is a different measure and is treated at the end.

\section*{The error is a polynomial in $H$}

Write $x_n=s(H)b$ with $\deg s\le n-1$. Since $b=(z-H)x$,
\begin{equation}
x-x_n=[1-s(H)(z-H)]x=p(H)x,\qquad p(\lambda)=1-s(\lambda)(z-\lambda).
\end{equation}
Thus $\deg p\le n$ and $p(z)=1$. Conversely, if $p(z)=1$, then $1-p(\lambda)$ is divisible by $z-\lambda$, so every such $p$ belongs to some iterate. A good solver needs a polynomial that is small on the band and equals one at $z$, a distance $\eta$ away. Multiplying by $z-H$ gives the residual $r_n=b-(z-H)x_n=p(H)b$.

\section*{How many steps are enough?}

Define $\gamma>0$ and $\varphi$ by $z/h=\cosh(\gamma+i\varphi)$, and take
\begin{equation}
p(\lambda)=\frac{T_n(\lambda/h)}{\tau_n},\qquad \tau_n=T_n(z/h)=\cosh(n\gamma+in\varphi),
\end{equation}
where $T_n$ is the Chebyshev polynomial. On the band $|T_n|\le1$, while
\begin{align}
|\tau_n|^2&=\cosh^2 n\gamma\,\cos^2 n\varphi+\sinh^2 n\gamma\,\sin^2 n\varphi\nonumber\\
&=\sinh^2 n\gamma+\cos^2 n\varphi\ \ge\ \sinh^2 n\gamma .
\end{align}
Because $H$ is Hermitian, $\|p(H)x\|\le\max|p|\,\|x\|$, with the maximum taken over the levels. Therefore
\begin{equation}
\frac{\|x-x_n\|}{\|x\|}\le\frac1{\sinh n\gamma},
\qquad\text{and}\qquad n\ge\frac{\operatorname{arcsinh}(1/\varepsilon)}{\gamma}
\end{equation}
is sufficient for every $b$ and every $H$ in the band.

This polynomial can be run as a solver. Insert $H=z-(z-H)$ into $T_{n+1}=2(H/h)T_n-T_{n-1}$ and divide by $\tau_{n+1}$:
\begin{equation}
r_{n+1}=\frac{2z\tau_n}{h\tau_{n+1}}r_n-\frac{\tau_{n-1}}{\tau_{n+1}}r_{n-1}-\frac{2\tau_n}{h\tau_{n+1}}(z-H)r_n .
\end{equation}
The first coefficient minus the second fraction is one, because $\tau_{n+1}=(2z/h)\tau_n-\tau_{n-1}$. The terms in $b$ therefore match when $r_n=b-(z-H)x_n$ is inserted, and
\begin{equation}
x_{n+1}=\frac{2z\tau_n}{h\tau_{n+1}}x_n-\frac{\tau_{n-1}}{\tau_{n+1}}x_{n-1}+\frac{2\tau_n}{h\tau_{n+1}}r_n,\qquad x_1=\frac bz .
\end{equation}

\section*{How large is $\gamma$?}

The real and imaginary parts of $z=h\cosh(\gamma+i\varphi)$ are
\begin{equation}
E=h\cosh\gamma\cos\varphi,\qquad \eta=h\sinh\gamma\sin\varphi .
\end{equation}
Inside the band, with $\eta$ much smaller than the distance to either edge, $\gamma$ is small. To leading order $\cos\varphi=E/h$, so $h\sin\varphi=\sqrt{h^2-E^2}$ and
\begin{equation}
\gamma\simeq\frac{\eta}{\sqrt{h^2-E^2}},\qquad
n\simeq\frac{\sqrt{h^2-E^2}}{\eta}\ln\frac1\varepsilon .
\label{eq:count}
\end{equation}
Here $n$ is the count for an error $e^{-n\gamma}$, which the next section shows to be the best attainable in a solvable case. At the centre this is $(B/2\eta)\ln(1/\varepsilon)$. The guaranteed count has $\operatorname{arcsinh}(1/\varepsilon)\simeq\ln(2/\varepsilon)$ instead, an excess of $\ln2/\gamma$ steps.

At the edge $E=h$, the first equation reads $(1+\gamma^2/2)(1-\varphi^2/2)\simeq1$. Hence $\varphi\simeq\gamma$, and the second gives $\gamma\simeq\sqrt{\eta/h}$: the count grows only as $\eta^{-1/2}$. Outside the band, $\sin\varphi\to0$ as $\eta\to0$ and $\cosh\gamma\to|E|/h$, so the count stays finite.

\section*{Could a better method need fewer steps?}

A case that can be solved in full shows that in general no Krylov method can beat $\ln(1/\varepsilon)/\gamma$, so there at most the excess $\ln2/\gamma$ of the Chebyshev guarantee can be saved. Take a semi-infinite chain with sites $j=1,2,\dots$, hopping $-t$ and $b$ on the end site. The band is $-2t\cos k$, so $h=2t$. The equations are
\begin{equation}
zx_1+tx_2=1,\qquad zx_j+t(x_{j+1}+x_{j-1})=0\quad(j\ge2).
\end{equation}
Try $x_j=Cu^j$. The second equation requires $z=-t(u+1/u)$, which $u=-e^{-(\gamma+i\varphi)}$ satisfies; this root has $|u|<1$ and gives a normalizable solution. The first becomes $-tC(u^2+1)+tCu^2=-tC=1$, so $x_j=-u^j/t$.

Each product with $H$ reaches one new site, with a nonzero amplitude. The Krylov space after $n$ steps is therefore the space of the first $n$ sites. The best any method can do there is to reproduce $x$ on those sites and miss the rest:
\begin{equation}
\min\frac{\|x-x_n\|}{\|x\|}=\left[\frac{\sum_{j>n}|u|^{2j}}{\sum_{j\ge1}|u|^{2j}}\right]^{1/2}=e^{-n\gamma}.
\end{equation}
Every Krylov method thus needs $n\ge\ln(1/\varepsilon)/\gamma$ here for the error of the whole vector $x$. The single element $b^\dagger x=x_1$ is cheaper. Solving the equations on the first $n$ sites with $x_{n+1}=0$ gives $x_j=Au^j+A'u^{-j}$ with $A'=-Au^{2n+2}$ and $A+A'=-1/t$. Then $x_1$ is off by $A'(1/u-u)$, a relative error of order $e^{-2n\gamma}$, and about half as many steps suffice for it.

On the chain, the square root in \eqref{eq:count} measures the group velocity $v$. With lattice spacing $a$, $\hbar v/a=dE/dk=2t\sin k=\sqrt{4t^2-E^2}$. In a time $\tau$ a wave at energy $E$ crosses $n=v\tau/a$ sites, while $\eta$ damps its amplitude by $e^{-\eta\tau/\hbar}=e^{-n\eta a/(\hbar v)}$. The iteration advances one site per step and must follow the wave until its amplitude has fallen to $\varepsilon$.

\section*{How many steps is that in numbers?}

Take the chain with round model parameters $t=1$ eV, $E=1.2$ eV, $\eta=0.02$ eV and $\varepsilon=10^{-6}$. Then $B=4$ eV, $h=2$ eV, and
\begin{equation}
\sqrt{2^2-1.2^2}=1.6\ \text{eV},\qquad n\simeq\frac{1.6}{0.02}\times13.816\simeq1105 .
\end{equation}
The computed minimum is 1106 steps. The Chebyshev solver takes 1134, within its guarantee of 1161.

Halving $\eta$ to 0.01 eV raises the minimum to 2211 steps. At the original $\eta$, tolerances of $10^{-3}$, $10^{-6}$ and $10^{-9}$ need 553, 1106 and 1658 steps, increments equal to within one step for equal factors of accuracy. At the band centre, doubling $B$ from 4 to 8 eV raises the minimum from 1382 to 2764.

At the edge, $E=2$ eV, reducing $\eta$ fourfold from 0.02 to 0.005 eV only doubles the count, from 139 to 277. Outside, at $E=2.5$ eV, it is 20 for both values.

\section*{Does the estimate hold for other dense bands?}

Suppose that every angle in $[0,\pi]$ lies within $d$ of some $\theta_j=\arccos(\lambda_j/h)$, where $\lambda_j$ are the levels. Let $M=\max_j|p(\lambda_j)|$, $q(\theta)=p(h\cos\theta)$ and $S=\max|q|$. We need to know how far $q$ can rise between levels.

For $n\ge1$ and $r=1,\dots,2n$ set
\begin{equation}
\theta_r'=\frac{(2r-1)\pi}{2n},\quad c_r=\frac{(-1)^{r+1}}{4n\sin^2(\theta_r'/2)},\quad A_k=\sum_r c_re^{ik\theta_r'} .
\end{equation}
Since $2\cos\theta_r'-2=-4\sin^2(\theta_r'/2)$,
\begin{equation}
A_{k+1}-2A_k+A_{k-1}=-\frac1n\sum_r(-1)^{r+1}e^{ik\theta_r'} .
\end{equation}
For $|k|<n$ this geometric sum vanishes: its ratio $-e^{ik\pi/n}$ is not one, but its $2n$th power is. So $A_k$ is linear in $k$ for $|k|\le n$. The exchange $r\to2n+1-r$ reverses the sign of $c_r$, hence $A_0=0$ and $A_k=kA_1$. At $k=n$, $(-1)^{r+1}e^{in\theta_r'}=i$. The right side is then $-2i$, and the same exchange gives $A_{n+1}=A_{n-1}$. The left side is $2(A_{n-1}-A_n)=-2A_1$, so $A_1=i$ and $A_k=ik$. Also $A_n=i\sum_r|c_r|$, so $\sum_r|c_r|=n$. As $q$ contains only $e^{ik\theta}$ with $|k|\le n$,
\begin{equation}
q'(\theta)=\sum_rc_r\,q(\theta+\theta_r'),\qquad |q'|\le nS .
\end{equation}
Going from the maximum of $|q|$ to the nearest level gives $S\le M+ndS$, or $S\le M/(1-nd)$ if $nd<1$.

Next put $\lambda=h(w+1/w)/2$. The function $p(\lambda)/w^n$ is analytic for $|w|>1$, finite at infinity, and bounded by $S$ on $|w|=1$. By the maximum principle it is bounded by $S$ outside the circle too. The point $z$ has $|w|=e^\gamma$, so $1=|p(z)|\le Se^{n\gamma}$ and
\begin{equation}
M\ge(1-nd)e^{-n\gamma},\qquad
\frac{\|x-x_n\|}{\|x\|}\ge\sqrt{v_{\min}}\,(1-nd)e^{-n\gamma},
\end{equation}
where $v_{\min}$ is the smallest weight of $x/\|x\|$ on any distinct level. The rate is again $\gamma$, but the bound is informative only for $\varepsilon$ well below $\sqrt{v_{\min}}$. Some restriction on $b$ is unavoidable: if $b$ is an eigenvector with level $\lambda_0$, then $p=(\lambda-\lambda_0)/(z-\lambda_0)$ finishes in one step.

For 2000 levels in the same band, displaced at random from evenly spaced angles, a $b$ with random phases and moduli between 0.5 and 1.5 in the eigenbasis, $E=-0.6$ eV and $\eta=0.1$ eV, the measured decay rate of the best error is 0.0525 per step, against $\gamma=0.0524$. At $n=240$ this error is $3.5\times10^{-6}$, between the bounds $4.4\times10^{-9}$ and $6.9\times10^{-6}$; the lower one is loose.

Density matters because $m$ distinct levels allow $p=\prod_j(\lambda-\lambda_j)/(z-\lambda_j)$, which ends the process after $m$ steps. With 40 levels the error after 40 steps is below $10^{-9}$, although $e^{-40\gamma}=0.12$. For levels at the evenly spaced angles $\theta_j=(j-\tfrac12)\pi/m$, neighbours lie $2d$ apart in angle and the local energy spacing at $E$ is $\Delta\simeq2d\sqrt{h^2-E^2}$. Inserting \eqref{eq:count} turns $nd<1$, the condition under which the lower bound applies, into $\Delta<2\eta/\ln(1/\varepsilon)$. The number of such levels is $m=\pi/(2d)$, so for $nd>\pi/2$, that is $\Delta>\pi\eta/\ln(1/\varepsilon)$, the process ends after $m<n$ steps and the count \eqref{eq:count} is not reached. A finite chain, with angles $j\pi/(m+1)$, has $d=\pi/(m+1)$ set by the ends of the interval; there $\Delta\simeq d\sqrt{h^2-E^2}$ and $nd<1$ reads $\Delta<\eta/\ln(1/\varepsilon)$. For levels evenly spaced in angle, the estimate therefore belongs to spacings finer than about $\eta/\ln(1/\varepsilon)$, which the broadening blurs together. For other distributions the lower bound requires $nd<1$, with $d$ set by the widest gap in angle anywhere in the band, so the local spacing at $E$ alone does not decide whether it applies.

\section*{Does a small residual show that the work is done?}

Not by itself. On the chain, the recurrence of the Chebyshev polynomials $U_k$ of the second kind gives $U_k(H/h)b=(-1)^k|k+1\rangle$: each new product with $2H/h$ produces the next site with a minus sign, and the term on the previous site cancels. These vectors are orthonormal. For $p=\sum_kc_kU_k(\lambda/h)$ the squared residual is $\sum_k|c_k|^2$, subject to $\sum_kc_kU_k(z/h)=1$. The Cauchy--Schwarz inequality gives the minimum
\begin{equation}
\|r_n\|_{\min}=\Big[\sum_{k=0}^n|U_k(z/h)|^2\Big]^{-1/2},
\end{equation}
reached for $c_k\propto U_k(z/h)^*$. If $n\gamma\ll1$, then $U_k\simeq\sin[(k+1)\varphi]/\sin\varphi$. For large $n$ the squared sine averages to $1/2$, so
\begin{equation}
\|r_n\|_{\min}\simeq\sin\varphi\sqrt{\frac2{n+1}},
\end{equation}
which does not contain $\eta$. At $E=1.2$ eV, where $\sin\varphi=0.8$, a residual of 0.05 (with $\|b\|=1$) needs $n+1\simeq2(0.64)/0.0025=512$. The computed counts are 511 and 512 for $\eta=10^{-4}$ and $10^{-5}$ eV. In the second case the relative error of $x$ is still 0.999, and no iterate in that space could bring it below 0.996. A relative error of 0.05 takes about $4.8\times10^5$ steps.

A safe residual test follows from $\|x-x_n\|\le\|r_n\|/\eta$ and $\|x\|\ge\|b\|/D$, where $D=\max_j|z-\lambda_j|$. Together they give
\begin{equation}
\frac{\|x-x_n\|}{\|x\|}\le\frac D\eta\,\frac{\|r_n\|}{\|b\|},
\end{equation}
so a relative residual of $\varepsilon\eta/D$ guarantees a relative error of at most $\varepsilon$. The numerical check printed below covers the counts, the Chebyshev and dense-band bounds, the minimal-residual formula and the comparison of residual and error on the chain; this last inequality rests on the derivation alone.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 1.0 eV, bandwidth B = 4.0 eV
E = 1.2 eV, eta = 0.02 eV, eps = 1e-06
gamma exact = 0.0124991, small-eta form = 0.0125000
estimate sqrt(h^2-E^2)/eta*ln(1/eps) = 1105.2 steps
needed by any Krylov method = 1106 steps
running Chebyshev solver = 1134 steps
guaranteed by Chebyshev bound = 1161 steps
hbar*v/a from ring levels = 1.5999 eV
eta = 0.04 eV: needed = 553 steps
eta = 0.02 eV: needed = 1106 steps
eta = 0.01 eV: needed = 2211 steps
eps = 1e-03: needed = 553 steps
eps = 1e-06: needed = 1106 steps
eps = 1e-09: needed = 1658 steps
E = 0, B = 4 eV: needed = 1382, B/(2 eta)*ln(1/eps) = 1381.6 steps
E = 0, B = 8 eV: needed = 2764, B/(2 eta)*ln(1/eps) = 2763.1 steps
edge E = 2.0 eV, eta = 0.02, 0.005 eV: 139, 277 steps
outside E = 2.5 eV, same eta: 20, 20 steps
irregular band: 2000 levels, E = -0.6 eV, eta = 0.1 eV
covering radius d = 0.001240 rad, n*d at n=240: 0.298
smallest spectral weight of x = 3.23e-06
measured decay rate = 0.05248, gamma = 0.05238
best error at n=240: 3.48e-06; bounds 4.38e-09 and 6.94e-06
40 levels: error after 40 steps below 1e-9: True; exp(-gamma n) = 0.123
demanding b, n=30: best error = 0.2188, exp(-gamma n) = 0.2077
residual 0.05 at eta = 1e-4, 1e-5 eV: 511, 512 steps
eta = 1e-5 eV, n=512: residual = 0.04991, relative error of x = 0.9989
best possible relative error there = 0.9968
steps for relative error 0.05 at eta = 1e-5 eV = 4.793e+05
\end{verbatim}
